# Constant Interfacial Dopant Concentration During Parabolic Silicon Oxidation: a program that tests the result

```python
"""
Result under test: during parabolic oxidation of uniformly doped silicon the
silicon-side interface concentration Cs is constant in time,
    Cs/Cb = 1 / (1 + (1/(alpha*m) - 1)*g),
    g = sqrt(pi)*lam*exp(lam^2)*erfc(lam),  lam = (alpha/2)*sqrt(B/D).
Cb    bulk dopant concentration        m  Cs / (concentration in new oxide)
alpha silicon consumed per oxide grown B  parabolic constant, x^2 = B*t
D     dopant diffusivity in silicon    x  oxide thickness
Lengths are in micrometres, times in hours, concentrations in units of Cb
unless a name ends in _cm3. The dopant does not diffuse in the oxide.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfc, erfcx

# Rough inputs: boron-doped silicon in steam near 1373 K
n_si_cm3, n_ox_cm3 = 5.0e22, 2.2e22
alpha = n_ox_cm3 / n_si_cm3
B, D = 0.5, 0.05
m_boron, m_phos = 0.3, 10.0
Cb_cm3 = 1.0e16
A_linear = 0.1
D_oxide = 4.0e-5
ni_cm3 = 1.0e19
oed_at_1h = 0.5


def lam_of(diff):
    return 0.5 * alpha * np.sqrt(B / diff)


def g_of(lam):
    return np.sqrt(np.pi) * lam * erfcx(lam)


def cs_formula(m, diff=D):
    return 1 / (1 + (1 / (alpha * m) - 1) * g_of(lam_of(diff)))


def profile(z, t, m, diff=D):
    cs = cs_formula(m, diff)
    return 1 + (cs - 1) * erfc(z / (2 * np.sqrt(diff * t))) / erfc(lam_of(diff))


def parabolic(t):
    return np.sqrt(B * t)


def linear_parabolic(t):
    return 0.5 * A_linear * (np.sqrt(1 + 4 * B * t / A_linear**2) - 1)


# Graded finite-volume grid; distance is measured from the moving interface
growth, first_width = 1.02, 2.0e-5
widths = first_width * growth ** np.arange(455)
centres = np.cumsum(widths) - widths / 2
gaps = np.diff(centres)
weight_left = widths[1:] / (widths[1:] + widths[:-1])
t_end = 4.0


def simulate(m, thickness=parabolic, diffusivity=lambda t: D):
    """Implicit steps from uniform doping; only conservation and segregation."""
    times = np.concatenate(([0.0], np.geomspace(1e-7, t_end, 3500)))
    oxide = thickness(times)
    conc = np.ones(len(widths))
    surface = []
    for j in range(1, len(times)):
        dt = times[j] - times[j - 1]
        oxide_rate = (oxide[j] - oxide[j - 1]) / dt
        v = alpha * oxide_rate
        diff = diffusivity(times[j])
        # Flux through an inner face is p*C_left + q*C_right
        p = diff / gaps - v * weight_left
        q = -diff / gaps - v * (1 - weight_left)
        k_wall = 2 * diff / widths[0]
        k_far = 2 * diff / widths[-1]
        uptake = oxide_rate / m
        surface_ratio = k_wall / (k_wall - v + uptake)
        band = np.zeros((3, len(widths)))
        band[1] = widths / dt
        band[1, :-1] += p
        band[1, 1:] -= q
        band[0, 1:] = q
        band[2, :-1] = -p
        band[1, 0] += uptake * surface_ratio
        band[1, -1] += k_far
        rhs = widths * conc / dt
        rhs[-1] += k_far + v
        conc = solve_banded((1, 1), band, rhs)
        surface.append(surface_ratio * conc[0])
    log_t, surface = np.log(times[1:]), np.array(surface)
    return (lambda t: np.interp(np.log(t), log_t, surface)), conc


# The integral form of g, its bounds and its monotonic rise
lams = np.array([0.05, 0.2, lam_of(D), 2.0, 8.0])
g_integral = np.array([quad(lambda y: np.exp(-y - y * y / (4 * l * l)),
                            0, np.inf)[0] for l in lams])
assert np.allclose(g_integral, g_of(lams), rtol=1e-6)
assert np.all(np.diff(g_integral) > 0)
assert 0 < g_integral[0] and g_integral[-1] < 1

# Constancy, value and profile against the direct solution.
# Tolerance covers first-order time stepping and the 2 percent graded grid.
check_times = np.array([0.01, 0.1, 1.0, 4.0])
s_end = alpha * parabolic(t_end)
numerical = {}
worst = 0.0
for m, diff in [(m_boron, D), (m_phos, D), (1.0, D),
                (1 / alpha, D), (m_boron, D / 10)]:
    surface, conc = simulate(m, diffusivity=lambda t, d=diff: d)
    values = surface(check_times)
    error = np.max(np.abs(values / cs_formula(m, diff) - 1))
    worst = max(worst, error)
    assert error < 5e-3, (m, diff, values, cs_formula(m, diff))
    exact = profile(s_end + centres, t_end, m, diff)
    assert np.max(np.abs(conc - exact)) < 5e-3
    numerical[(m, diff)] = values
assert numerical[(1.0, D)][-1] < 0.9
assert abs(numerical[(1 / alpha, D)][-1] - 1) < 1e-6

# Global dopant budget after one hour, by quadrature
x1 = parabolic(1.0)
s1 = alpha * x1
deficits = {}
for m in (m_boron, m_phos):
    deficits[m] = quad(lambda z: 1 - profile(z, 1.0, m), s1, s1 + 5)[0]
    assert abs(s1 + deficits[m] - x1 * cs_formula(m) / m) < 1e-6

# Neglected effects, boron
cs_b, cs_p = cs_formula(m_boron), cs_formula(m_phos)
effect_times = np.array([0.001, 0.01, 0.1, 1.0, 4.0])
lin = simulate(m_boron, thickness=linear_parabolic)[0](effect_times)
oed = simulate(m_boron, diffusivity=lambda t:
               D * (1 + oed_at_1h * t ** -0.25))[0](effect_times)
assert lin[0] > 1.1 * cs_b
assert abs(lin[-1] - cs_b) < abs(lin[0] - cs_b)
assert oed[2] > oed[4] > cs_b
ox_length = 2 * np.sqrt(D_oxide * 1.0)
lost = quad(lambda y: erfc(y / ox_length), 0, x1,
            points=[ox_length, 5 * ox_length])[0] / x1
field = 1 + Cb_cm3 / np.sqrt(Cb_cm3**2 + 4 * ni_cm3**2)
assert lost < 0.05 and field < 1.01

um_to_cm = 1e-4
dose = Cb_cm3 * um_to_cm
print(f"silicon atom density, crystal = {n_si_cm3:.1e} cm^-3")
print(f"silicon atom density, oxide = {n_ox_cm3:.1e} cm^-3")
print(f"alpha = {alpha:.2f}; 1/alpha = {1/alpha:.3f} (dimensionless)")
print(f"B = {B:.2f} um^2/h; D = {D:.3f} um^2/h")
print(f"bulk doping Cb = {Cb_cm3:.1e} cm^-3")
print(f"m boron = {m_boron:.1f}; m phosphorus-like = {m_phos:.1f}")
print(f"lambda = {lam_of(D):.4f}; g = {g_of(lam_of(D)):.4f}")
for name, m, cs in [("boron", m_boron, cs_b), ("phosphorus-like", m_phos, cs_p)]:
    print(f"{name}: 1/(alpha m) - 1 = {1/(alpha*m)-1:.4f}")
    print(f"{name}: Cs/Cb = {cs:.4f}; Cs = {cs*Cb_cm3:.3e} cm^-3")
    print(f"{name}: oxide concentration = {cs/m*Cb_cm3:.3e} cm^-3")
    print(f"{name}: fast-growth limit of Cs/Cb = {alpha*m:.3f}")
print(f"m = 1: Cs/Cb = {cs_formula(1.0):.4f}")
print("direct numerical Cs/Cb:")
for i, t in enumerate(check_times):
    print(f"  t = {t:.2f} h: boron {numerical[(m_boron, D)][i]:.4f}, "
          f"phosphorus-like {numerical[(m_phos, D)][i]:.4f}")
print(f"largest relative error over all test cases = {worst:.1e}")
print(f"after 1 h: oxide = {x1:.4f} um; silicon consumed = {s1:.4f} um")
for depth in (0.1, 0.3, 0.6):
    print(f"  boron C/Cb at {depth:.1f} um below interface, 1 h = "
          f"{profile(s1+depth, 1.0, m_boron):.4f}")
print(f"boron from consumed silicon, 1 h = {s1*dose:.3e} cm^-2")
print(f"boron drawn from remaining silicon = {deficits[m_boron]*dose:.3e} cm^-2")
print(f"boron held in oxide = {x1*cs_b/m_boron*dose:.3e} cm^-2")
print(f"neglected effects: A = {A_linear:.2f} um; "
      f"D enhancement at 1 h = {1+oed_at_1h:.1f} times")
for i, t in enumerate(effect_times):
    print(f"  t = {t:.3f} h: Cs/Cb with linear term {lin[i]:.4f}, "
          f"with enhanced D {oed[i]:.4f}")
print(f"shift at 1 h: linear term {100*(lin[3]/cs_b-1):.2f} %, "
      f"enhanced D {100*(oed[3]/cs_b-1):.2f} %")
print(f"oxide diffusivity = {D_oxide:.1e} um^2/h")
print(f"oxide thickness / diffusion length 2 sqrt(D_ox t) = {x1/ox_length:.1f}")
print(f"oxide dopant lost if outer surface is a sink = {100*lost:.2f} %")
print(f"intrinsic carrier density = {ni_cm3:.1e} cm^-3")
print(f"field enhancement of D at bulk doping = {100*(field-1):.3f} %")
for m in (0.2, 0.5):
    print(f"sensitivity: m = {m:.1f} gives Cs/Cb = {cs_formula(m):.4f}")
print("all assertions hold")
```

Running it gives:

```
silicon atom density, crystal = 5.0e+22 cm^-3
silicon atom density, oxide = 2.2e+22 cm^-3
alpha = 0.44; 1/alpha = 2.273 (dimensionless)
B = 0.50 um^2/h; D = 0.050 um^2/h
bulk doping Cb = 1.0e+16 cm^-3
m boron = 0.3; m phosphorus-like = 10.0
lambda = 0.6957; g = 0.6506
boron: 1/(alpha m) - 1 = 6.5758
boron: Cs/Cb = 0.1895; Cs = 1.895e+15 cm^-3
boron: oxide concentration = 6.315e+15 cm^-3
boron: fast-growth limit of Cs/Cb = 0.132
phosphorus-like: 1/(alpha m) - 1 = -0.7727
phosphorus-like: Cs/Cb = 2.0110; Cs = 2.011e+16 cm^-3
phosphorus-like: oxide concentration = 2.011e+15 cm^-3
phosphorus-like: fast-growth limit of Cs/Cb = 4.400
m = 1: Cs/Cb = 0.5470
direct numerical Cs/Cb:
  t = 0.01 h: boron 0.1894, phosphorus-like 2.0114
  t = 0.10 h: boron 0.1894, phosphorus-like 2.0115
  t = 1.00 h: boron 0.1894, phosphorus-like 2.0115
  t = 4.00 h: boron 0.1894, phosphorus-like 2.0115
largest relative error over all test cases = 2.4e-04
after 1 h: oxide = 0.7071 um; silicon consumed = 0.3111 um
  boron C/Cb at 0.1 um below interface, 1 h = 0.5175
  boron C/Cb at 0.3 um below interface, 1 h = 0.8672
  boron C/Cb at 0.6 um below interface, 1 h = 0.9901
boron from consumed silicon, 1 h = 3.111e+11 cm^-2
boron drawn from remaining silicon = 1.354e+11 cm^-2
boron held in oxide = 4.466e+11 cm^-2
neglected effects: A = 0.10 um; D enhancement at 1 h = 1.5 times
  t = 0.001 h: Cs/Cb with linear term 0.3065, with enhanced D 0.2428
  t = 0.010 h: Cs/Cb with linear term 0.2033, with enhanced D 0.2221
  t = 0.100 h: Cs/Cb with linear term 0.1902, with enhanced D 0.2087
  t = 1.000 h: Cs/Cb with linear term 0.1895, with enhanced D 0.2005
  t = 4.000 h: Cs/Cb with linear term 0.1894, with enhanced D 0.1973
shift at 1 h: linear term -0.00 %, enhanced D 5.84 %
oxide diffusivity = 4.0e-05 um^2/h
oxide thickness / diffusion length 2 sqrt(D_ox t) = 55.9
oxide dopant lost if outer surface is a sink = 1.01 %
intrinsic carrier density = 1.0e+19 cm^-3
field enhancement of D at bulk doping = 0.050 %
sensitivity: m = 0.2 gives Cs/Cb = 0.1292
sensitivity: m = 0.5 gives Cs/Cb = 0.3024
all assertions hold
```
